# Counting Disilane's States with a Torsional Seed in the Beyer-Swinehart Array

## What symmetry and dimensions fix

Disilane consists of two SiH₃ tops joined by a Si–Si bond. Turning one top by $2\pi/3$ relative to the other exchanges identical hydrogen atoms and restores the same potential. A full turn therefore contains three equivalent wells, whereas a harmonic torsional oscillator describes one. If the barrier is high, each oscillator level must appear three times in the spectrum of the full circle.

Dimensions fix the rest of the form. The torsion has two energies, a rotational constant $F$ and a barrier $V$, so its levels are $F$ times functions of $V/F$. A number of states is dimensionless and can depend on energy only through ratios such as $E/F$ and $V/F$. Dimensions cannot fix a pure number such as 3; that comes from the three equivalent wells. When the torsion replaces an oscillator, the comparison is therefore between

$$
\frac{\text{states with the full torsional circle}}{3}
\quad\text{and}\quad
\text{states with one torsional oscillator}.
$$

These counts enter the unimolecular rate of disilane decomposition. At energy $E$ the statistical rate constant is $k(E)=W^\ddagger(E)/[h\rho(E)]$, where $W^\ddagger$ is the number of open channels at the transition state and $\rho$ is the reactant's density of states. Since $k$ is inversely proportional to $\rho$, a density too large by some factor makes $k$ too small by the same factor.

## A count small enough to do by hand

Take an energy unit equal to one array cell. Let a torsion have levels $0,\ 1.3,\ 1.3,\ 3.6$, with the next level beyond the range of interest, and let two oscillators have quanta 2 and 3. Energies are measured from the ground state, so zero-point energy does not appear.

The torsional levels round to cells $0,1,1,4$. Enter one state for each level in cells 0 to 6:

$$
T=(1,2,0,0,1,0,0).
$$

For the oscillator with quantum 2, go through the cells in ascending order and add to each the content of the cell two places below it:

$$
T=(1,2,1,2,2,2,2).
$$

For example, cell 4 held 1 and receives 1 from the updated cell 2. That contribution is the torsional ground state with two oscillator quanta. The ascending order matters because a cell that already contains one quantum can pass it on with another.

Repeat with quantum 3:

$$
T=(1,2,1,3,4,3,5).
$$

The running sum is $(1,3,4,7,11,14,19)$. Its entry for cell 4 is 11. Now count directly with the unrounded levels. The upper edge of cell 4 is 4.5, and the lowest oscillator energies are $0,2,3,4$.

- Torsional energy 0 leaves 4.5, which admits four oscillator states.
- Each of the two levels at 1.3 leaves 3.2, which admits three, hence six in all.
- The level at 3.6 leaves 0.9, which admits one.

The total is $4+6+1=11$, as in the array. Up to and including 4.0 the count would be 9, because the two states at $1.3+3=4.3$ are then excluded. The array is thus right at the cell's upper edge, not at its centre.

Suppose that the torsion had replaced an oscillator of quantum 1, and that this oscillator were left in the list by mistake. Its update adds to each cell the updated cell just below, which turns the array into its own running sum. Cell 4 would hold 11 states instead of 4. The same motion would have been excited twice, once through the seed and once through the oscillator.

## The general algorithm

Assume that the energy separates into a torsional part and $s$ harmonic parts. Let $\varepsilon_t$ be the torsional energies above the torsional ground level and let $\omega_i$ be the harmonic quanta. All energies are expressed in cm⁻¹, and a cell has width $\delta=1$ cm⁻¹. Each $\omega_i$ is a whole number of cells; the torsional levels need not be.

1. Set the array to zero. For each torsional state, add 1 to cell $n_t$, the integer nearest to $\varepsilon_t/\delta$.
2. For each remaining harmonic mode, update in ascending order $T[j]\leftarrow T[j]+T[j-\omega_i]$.
3. Read the number of states from the running sum of the cells, or the density from their mean over a window wide enough to smooth the fluctuations between cells.

To see what step 2 does, call the old array $T$ and the new one $T'$. In ascending order the lower cell has already been updated, so

$$
T'[j]=T[j]+T'[j-\omega].
$$

Substituting the same relation for $T'[j-\omega]$, and continuing until the index is negative, gives

$$
T'[j]=T[j]+T[j-\omega]+T[j-2\omega]+\cdots
=\sum_{k\ge0}T[j-k\omega].
$$

This is the sum over all quantum numbers $k$ of that mode. In terms of a generating function $\sum_jT[j]x^j$, the update multiplies by $1+x^\omega+x^{2\omega}+\cdots=1/(1-x^\omega)$. After all the modes,

$$
\sum_j T[j]x^j=\left(\sum_t x^{n_t}\right)
\prod_{i=1}^{s}\frac{1}{1-x^{\omega_i}}.
$$

The torsion appears once, in the first factor. Its levels are not equally spaced, so that factor cannot be produced by the one-step recurrence. Placing it in the seed costs no convolution. Since the factors commute, the torsion could instead be convolved last by adding a shifted copy of the array for each level; for disilane the two routes gave identical arrays.

### Why the sum is exact at a cell edge

Let $H$ be the integer harmonic energy of a state, in cells, and let $\varepsilon$ be its unrounded torsional energy, with nearest integer $n$. The running sum to cell $E$ includes the state if $n\le E-H$. Because $E-H$ is an integer, this is the same as requiring $\varepsilon$ to lie below the upper rounding edge of that integer:

$$
H+n\le E
\quad\Longleftrightarrow\quad
H+\varepsilon<E+\tfrac12 .
$$

The equivalence holds for every state, provided no torsional level falls on an edge. The running sum is therefore the exact number of states of this separable model below $E+\delta/2$. A single cell remains a binned density.

The proof uses one rounded energy per state. If harmonic quanta were rounded too, a state with $k$ quanta in a mode could be displaced by as much as $k/2$ cells. A second irregular mode, rounded separately, would also break the equivalence.

## The torsional levels of disilane

Disilane has eight atoms and $3\cdot8-6=18$ vibrations. One is the torsion, which leaves 17 for step 2. The inputs below are rough typical values, rounded for the example.

Let the tops turn by $\phi_1$ and $\phi_2$, each with moment of inertia $I$ about the Si–Si axis. Define $\phi=\phi_1-\phi_2$ and $\Phi=(\phi_1+\phi_2)/2$. Then $\phi_{1,2}=\Phi\pm\phi/2$, and the cross terms cancel in the kinetic energy:

$$
\tfrac12 I(\dot\phi_1^2+\dot\phi_2^2)
=I\dot\Phi^2+\tfrac14I\dot\phi^2 .
$$

The axial angular momentum is $2I\dot\Phi$. For total angular momentum $J=0$ it vanishes, and the remaining term is $\frac12(I/2)\dot\phi^2$. The reduced moment is $I/2$, so $F$ is twice the constant of one top: $F=2\times2.882=5.764$ cm⁻¹.

With the lowest threefold potential,

$$
H_t=-F\frac{d^2}{d\phi^2}+\frac V2(1-\cos3\phi),
\qquad V=400\ \text{cm}^{-1}.
$$

In the basis $e^{im\phi}$ with integer $m$, the derivative gives $Fm^2$. Writing $\cos3\phi=(e^{3i\phi}+e^{-3i\phi})/2$ gives the matrix elements

$$
H_{mm}=Fm^2+\frac V2,\qquad H_{m,m\pm3}=-\frac V4 .
$$

The matrix separates into three classes according to the remainder of $m$ on division by 3. The classes with remainders 1 and 2 are exchanged by $m\to-m$ and have equal energies. Each triple of levels therefore consists of a single level and a degenerate pair.

These energies can be checked without the basis. Moving through one well multiplies a wavefunction of remainder $r$ by $e^{2\pi ir/3}$. The $2\times2$ matrix that carries $(\psi,\psi')$ across the well has determinant 1, because the Wronskian is constant, so at an eigenvalue its trace must be $2\cos(2\pi r/3)$. Direct integration of the differential equation gave this trace to within $10^{-5}$ for the six lowest levels with $r=0$ and the six lowest with $r=1$.

Near a minimum, $1-\cos3\phi\approx9\phi^2/2$, so the potential is $9V\phi^2/4$. An operator $-F\,d^2/d\phi^2+C\phi^2$ has spacing $2\sqrt{FC}$, as comparison with $F=\hbar^2/2\mu$ and $C=\mu\Omega^2/2$ shows, where $\mu$ and $\Omega$ are the oscillator's inertia and angular frequency. Hence

$$
\omega_t=2\sqrt{F\,\frac{9V}{4}}=3\sqrt{VF}
=3\sqrt{400\times5.764}=144\ \text{cm}^{-1}.
$$

The lowest true levels, in cm⁻¹ above the ground level, are

- 0.000 and a pair at 0.016;
- a pair at 129.3 and a single level at 129.8;
- 236.8 and a pair at 242.9;
- a pair at 319.5 and a single level at 353.7.

The ground level lies 68.6 cm⁻¹ above the potential minimum, so the barrier top is at $400-68.6=331.4$ cm⁻¹ on this scale. The fourth triple straddles it. Lower down, tunnelling splits the triples only slightly, and their spacing is already below the harmonic 144 cm⁻¹ because the cosine well opens out faster than a parabola.

## The count and its factor of three

The other modes, in cm⁻¹, are six at 2150, four at 940, one each at 910, 840 and 430, and two each at 630 and 380. Below 150.5 cm⁻¹ none of them can be excited, so the count should be the first two torsional triples, six states. The array gives 6. Explicit enumeration with unrounded torsional levels gave the same integers as the array at all five energies tried, from this one up to 6900.5 cm⁻¹, where there are 9,106,289 states. The torsional level closest to a cell edge misses it by 0.003 cm⁻¹, so no tie occurs.

At $E=18000$ cm⁻¹, or 2.23 eV, the running sum is 160,227,256,187. Such integers exceed the 32-bit range and need a wider type. The digits belong to the model: changing an input by a small amount would change them.

To compare this count with an oscillator, divide by 3 once. In terms of symmetry numbers, rigid staggered disilane has 6 and the internally rotating molecule has $6\times3=18$. Using 18 and also dividing by 3 would apply the correction twice.

The quotient is a statistical density, not a list of states. Below 777.5 cm⁻¹, for example, there are 79 states, which is not a multiple of 3. At 18000 cm⁻¹ the distinction is negligible: three times the density built from the class $r=0$ alone differs from the total by less than 0.1% in a 100-cell mean, and this residue is fluctuation that changes sign as the window is shifted.

## Why the correction changes sign

With $V$, $F$ and the 17 other modes held fixed, the ratio of summed states, rotor count divided by three times the oscillator count, is 1.16 at 2000 cm⁻¹, 1.03 at 6000 cm⁻¹ and 0.81 at 18000 cm⁻¹. After division by 3, the rotor has more states than the oscillator at the two lower energies and fewer at the highest.

To explain this, let $\rho_b$ be the density of the 17 other modes. The total density is $\sum_t\rho_b(E-\varepsilon_t)$. When the torsion takes a small share of the energy, expand the logarithm to first order:

$$
\rho_b(E-\varepsilon_t)\approx\rho_b(E)e^{-\varepsilon_t/\theta},
\qquad \frac1\theta=\frac{d\ln\rho_b}{dE}.
$$

The sum becomes $\rho_b(E)\,Q_t(\theta)$, where $Q_t$ is the torsional partition function at thermal energy $\theta$. The factor $\rho_b$ cancels from the comparison, leaving $Q_t/(3Q_{\rm osc})$.

For $\theta$ well above the level spacing, $Q_t$ can be evaluated classically. The momentum integral gives $\sqrt{\pi\theta/F}$ for a free circle, and averaging the Boltzmann factor over $\phi$ gives $e^{-u}I_0(u)$, with $u=V/2\theta$ and $I_0$ the modified Bessel function. The oscillator has $Q_{\rm osc}=\theta/\omega_t=\theta/(3\sqrt{VF})$. Therefore

$$
R=\frac{Q_t}{3Q_{\rm osc}}
=\sqrt{\frac{\pi V}{\theta}}\,e^{-u}I_0(u)
=\sqrt{2\pi u}\,e^{-u}I_0(u).
$$

The constant $F$ has cancelled. There are two limits:

$$
R\approx1+\frac{\theta}{4V}\quad(\theta\ll V),\qquad
R\approx\sqrt{\frac{\pi V}{\theta}}\quad(\theta\gg V).
$$

The first follows from $I_0(u)\approx e^u(1+1/8u)/\sqrt{2\pi u}$. It exceeds 1 because the real well is softer than its parabola. The second falls below 1 because free-rotor energies grow as $m^2$, so that their spacing widens, while oscillator levels keep their spacing. The crossing $R=1$ lies near $\theta=1.9V$. The counted density ratio passes through 1 somewhat later, between 6000 and 7000 cm⁻¹, where the slope of the 17 modes gives $\theta$ between $2.1V$ and $2.3V$; the first-order expansion explains the change of sign but places it only roughly.

At 18000 cm⁻¹ the logarithmic slope gives $\theta=1579$ cm⁻¹; it was taken from the density of all 18 oscillators as an approximation to that of the 17. Then $u=400/(2\times1579)=0.127$ and $R=0.79$. Using the quantum levels at the same $\theta$ gives 0.788, and the full count gives a density ratio of 0.796. The estimate is thus about 1% low relative to the count, but part of this agreement is fortuitous. The slope of the 17 modes alone, which the derivation calls for, gives $\theta\approx1680$ cm⁻¹ and $R=0.77$, about 3% low.

## What happens to the rate

The densities quoted at 18000 cm⁻¹ are means over 100 cells. Single cells fluctuate strongly because the wavenumbers are rounded: all the oscillator quanta are even, so every odd cell of the oscillator array is empty. At 18000 cm⁻¹ the rotor density, after division by 3, is $3.52\times10^7$ per cm⁻¹; the oscillator gives $4.42\times10^7$. For one open channel, before any path degeneracy, $1/(h\rho)$ becomes $c/\rho$ when $\rho$ is a density per cm⁻¹:

$$
\frac{2.998\times10^{10}\ \text{cm s}^{-1}}
{3.515\times10^7\ \text{cm}}
=853\ \text{s}^{-1}.
$$

The oscillator value is 679 s⁻¹. The last digit depends on the averaging: a smooth average in place of the 100-cell window gives 854 and 680 s⁻¹, with the same ratio. With the transition state unchanged, treating the torsion as a hindered rotor raises $k(E)$ here by 26%. This figure belongs to $V=400$ cm⁻¹ and a reference quantum of 144 cm⁻¹. An oscillator of 129.5 cm⁻¹, near the torsional fundamental, gives 39%, and barriers of 300 and 500 cm⁻¹, each with its own $\omega_t$, give 41% and 16%.

Leaving the torsional oscillator in the mode list has a much larger effect. By the update rule,

$$
\rho_{\rm wrong}(E)=\sum_{k\ge0}\rho(E-k\omega_t),
$$

which exceeds the correct density by a factor of 11.05 at this energy. The exponential estimate $1/(1-e^{-144/1579})=11.5$, which takes the oscillators' slope as an approximation to the rotor's, shows where the size comes from: it is the partition function of the superfluous oscillator. The rotor's own slope, $\theta\approx1618$ cm⁻¹, gives 11.7, so the estimate is good to about 6%. The rate per channel would fall from 853 to 77 s⁻¹.

A thermal average weights other energies. At 900 K the thermal energy is 625.5 cm⁻¹, below the crossing, and the partition-function ratio is 1.05. The mean internal energy is 4561 cm⁻¹, so molecules near 18000 cm⁻¹ belong to the tail of the distribution. Their population at a given energy is proportional to $\rho(E)e^{-E/kT}/Q$, with $Q$ the full partition function. Replacing the oscillator by the rotor multiplies it by $0.796/1.052=0.76$. Thus at 18000 cm⁻¹ the rotor model has fewer energized molecules, each reacting faster per channel.

## Disilane in a reactor

The barrier, wavenumbers and geometry are rough values for disilane. The energy is roughly that needed to release silylene, SiH₂, and 900 K is a plausible temperature for depositing silicon from the gas. The rates above are model results at $J=0$, whereas the molecules of a real gas rotate. At 900 K the most probable $J$ is 44. Summing over the axial quantum number $K$ at this $J$, with end-over-end energy set aside, multiplies the reactant density by 58. The transition state has its own sum over $K$ in $W^\ddagger$, so 58 is not by itself a correction to the rate. How far the two sums cancel depends on the transition state's rotational constants and on the energy above its threshold: close to threshold, only small $|K|$ leaves enough energy to open a channel. The other effects estimated here change the density much less. A Si–H stretch anharmonicity of 35 cm⁻¹ raises it by 2.8% if the fundamental is held at 2150 cm⁻¹, and by 13% if 2150 cm⁻¹ is read as the harmonic wavenumber. A barrier of 300 or 500 cm⁻¹ raises or lowers the rotor density, respectively, by about 2%; the comparison with the oscillator moves more, because $\omega_t$ scales as $\sqrt V$. Coupling between the torsion and other modes has not been sized.

Rotation also changes the torsional boundary condition. For integer top quantum numbers $m_1,m_2$,

$$
m_1\phi_1+m_2\phi_2=K\Phi+m\phi,\qquad
K=m_1+m_2,\quad m=\frac{m_1-m_2}{2}.
$$

Odd $K$ therefore requires half-integer $m$, and a separate torsional seed. Near 18000 cm⁻¹ the two seeds give averaged densities that differ by less than 0.1%, but at low energy their individual levels differ. Within this separable model, an exact count at $J>0$ must use both. The numerical output gives the remaining inputs and intermediate values.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
Si-H, Si-Si lengths: 0.148, 0.235 nm
Si-Si-H angle: 110 degrees
masses H, Si: 1.008, 28.085 u
Si-H stretches: 6 at 2150 cm^-1
other modes (cm^-1): 940 940 940 940 910 840 630 630 430 380 380
harmonic modes kept: 17
torsional barrier V: 400 cm^-1
energy E: 18000 cm^-1 = 2.232 eV
temperature: 900 K; kT: 625.5 cm^-1
TORSION
one-top constant: 2.8822 cm^-1
torsional constant F: 5.7643 cm^-1
oscillator wavenumber: 144.05 cm^-1
oscillator cell used: 144 cm^-1
torsional zero-point energy: 68.60 cm^-1
levels 1-3 (cm^-1): 0.000 0.016 0.016
levels 4-6 (cm^-1): 129.315 129.315 129.844
levels 7-9 (cm^-1): 236.774 242.925 242.925
levels 10-12 (cm^-1): 319.467 319.467 353.707
torsional states up to E: 111
closest level to a cell edge: 0.00305 cm^-1
EXACT SUMS, full torsional circle
below 150.5 cm^-1: array 6, enumerated 6
below 777.5 cm^-1: array 79, enumerated 79
below 2000.5 cm^-1: array 2691, enumerated 2691
below 4321.5 cm^-1: array 242835, enumerated 242835
below 6900.5 cm^-1: array 9106289, enumerated 9106289
below 18000.5 cm^-1: 160227256187
ROTOR AGAINST OSCILLATOR
sum ratio rotor/(3 osc.) at 2000 cm^-1: 1.1559
sum ratio rotor/(3 osc.) at 6000 cm^-1: 1.0276
sum ratio rotor/(3 osc.) at 18000 cm^-1: 0.8144
full rotor density at E: 1.0546e+08 per cm^-1
rotor density / 3: 3.5153e+07 per cm^-1
oscillator density: 4.4151e+07 per cm^-1
density ratio rotor/(3 osc.): 0.7962
effective kT at E: 1579.2 cm^-1
ratio predicted at effective kT: 0.7876
partition-function ratio at 900 K: 1.0522
double-counting factor in density: 11.052
rate per channel, rotor: 852.82 s^-1
rate per channel, oscillator: 679.01 s^-1
900 K partition function, array: 2172.9976
900 K partition function, product: 2173.0213
mean internal energy at 900 K: 4561 cm^-1
NEGLECTED EFFECTS, density factors at E
stretch anharmonicity 35 cm^-1: 1.028
barrier 300 cm^-1: 1.0231
barrier 500 cm^-1: 0.9761
3 x (m multiple of 3) / total: 1.000113
half-integer m (odd K) / integer m: 1.000175
axial, end-over-end const.: 1.4411, 0.1677 cm^-1
most probable J at 900 K: 44
sum over K at this J: 57.75
```
